\section*{Bridgman heat of a current turning between crystal axes}

\section{What is missing without the Bridgman term}

Consider a thermal model of an anisotropic conductor that contains Joule heat and the Peltier heats at the two end contacts, and nothing else. Let a current $I$ enter the crystal along axis $a$ and leave it along axis $c$. With $\Pi_L$ the Peltier coefficient of the leads, the contacts release $(\Pi_L-\Pi_a)I$ and $(\Pi_c-\Pi_L)I$. Their sum is $-(\Pi_a-\Pi_c)I$, although the circuit starts and ends in the same lead material at the same temperature. The model has lost energy. The missing heat appears inside the crystal, where the current turns:
\begin{equation}
P_B=T(S_a-S_c)I .
\label{total}
\end{equation}
The error can change the sign of a predicted temperature change. In the microbar treated below, Joule heat alone warms the bend by $0.012$ K for either current direction. With the Bridgman heat included, the bend warms by $0.053$ K for one direction and cools by $0.028$ K for the other.

Equation (\ref{total}) holds for a homogeneous uniaxial crystal whose Seebeck tensor is diagonal in the principal axes, at uniform temperature $T$, in zero magnetic field and in a steady state. The current enters through a section normal to $a$ and leaves through a section normal to $c$, and no charge crosses the side walls. Positive $P_B$ is heat given to the surroundings that keep the crystal isothermal. It includes heat released at the side walls. Joule heat and contact heat are counted separately.

\section{Transport laws and the Kelvin relation}

The algebra uses atomic units with $k_B=1$, so the electron has charge $-1$ and $S$ is dimensionless. Let $\mu$ be the chemical potential, $\phi_{\rm el}$ the electrostatic potential and $\phi=\phi_{\rm el}-\mu$ the electrochemical potential per unit positive charge. The driving field is $\mathcal E=-\nabla\phi=E+\nabla\mu$. The linear laws are
\begin{align}
\mathcal E_i&=\rho_{ij}j_j+S_{ij}\partial_jT, &
q_i&=\Pi_{ij}j_j-\kappa_{ij}\partial_jT ,
\label{laws}
\end{align}
with repeated indices summed. The heat flux $q$ counts electron energy from $\mu$.

The result needs the link between $\Pi$ and $S$. It follows from the Boltzmann equation for electrons scattered by a bath in equilibrium. Write $w_{kk'}$ for the rate from state $k$ to $k'$. The collision term is
\begin{equation}
C_k=\sum_{k'}\left[f_{k'}(1-f_k)w_{k'k}-f_k(1-f_{k'})w_{kk'}\right].
\end{equation}
In equilibrium each pair of terms cancels (detailed balance), so
\begin{equation}
P_{kk'}=f^0_k(1-f^0_{k'})w_{kk'}=P_{k'k}.
\end{equation}
This form of detailed balance is assumed here; time reversal together with inversion symmetry of the crystal provides it for spin-summed rates. Now set $f_k=f^0_k+f^0_k(1-f^0_k)\chi_k$. To first order,
\begin{align}
f_{k'}(1-f_k)&=f^0_{k'}(1-f^0_k)\left[1+(1-f^0_{k'})\chi_{k'}-f^0_k\chi_k\right],\\
f_k(1-f_{k'})&=f^0_k(1-f^0_{k'})\left[1+(1-f^0_k)\chi_k-f^0_{k'}\chi_{k'}\right].
\end{align}
Multiplying by the rates turns both prefactors into $P_{kk'}$. On subtraction the occupation factors combine to one:
\begin{equation}
C_k=-\sum_{k'}P_{kk'}(\chi_k-\chi_{k'})\equiv-(\Lambda\chi)_k .
\end{equation}
The matrix $\Lambda$ is symmetric because $P$ is.

The force on an electron is $-E$. With $W=-\partial f^0/\partial\varepsilon=f^0(1-f^0)/T$, the streaming terms are
\begin{align}
v\cdot\nabla f^0&=Wv\cdot\left[\nabla\mu+\frac{\varepsilon-\mu}{T}\nabla T\right],&
-E\cdot v\,\frac{\partial f^0}{\partial\varepsilon}&=Wv\cdot E .
\end{align}
Their sum equals $C_k$, hence
\begin{equation}
\chi=-\Lambda^{-1}\left\{Wv\cdot\left[\mathcal E+\frac{\varepsilon-\mu}{T}\nabla T\right]\right\}.
\end{equation}
A constant $\chi$ is annihilated by $\Lambda$, but it does no harm. The velocity is odd in $k$ and $W$ is even, so the drive is orthogonal to a constant, and a constant added to $\chi$ carries no current.

Define $\alpha_i=Wv_i$ and $\beta_i=W(\varepsilon-\mu)v_i$ as vectors over the states, and let $V$ be the volume. The fluxes are
\begin{align}
j_i&=-\frac1V\sum_k v_if^0(1-f^0)\chi=-\frac TV\,\alpha_i\cdot\chi,&
q_i&=\frac TV\,\beta_i\cdot\chi .
\end{align}
Inserting $\chi$ gives
\begin{align}
j&=K^{11}\mathcal E+K^{12}\nabla T/T, & q&=-K^{21}\mathcal E-K^{22}\nabla T/T,
\end{align}
with $K^{11}_{ij}=(T/V)\,\alpha_i\Lambda^{-1}\alpha_j$, $K^{12}_{ij}=(T/V)\,\alpha_i\Lambda^{-1}\beta_j$, $K^{21}_{ij}=(T/V)\,\beta_i\Lambda^{-1}\alpha_j$ and $K^{22}_{ij}=(T/V)\,\beta_i\Lambda^{-1}\beta_j$. Symmetry of $\Lambda$ makes $K^{11}$ symmetric and gives $K^{21}=(K^{12})^{\mathsf T}$.

Solving the first law for $\mathcal E$ and comparing with (\ref{laws}) gives $S=-(K^{11})^{-1}K^{12}/T$. Setting $\nabla T=0$ in the second gives $\Pi=-K^{21}(K^{11})^{-1}$. The transpose of the first expression is $S^{\mathsf T}=-K^{21}(K^{11})^{-1}/T$, so
\begin{equation}
\Pi_{ij}=TS_{ji}.
\label{kelvin}
\end{equation}

This was tested on a low-symmetry model of 60 states with random energies, velocities and rates, by differentiating the nonlinear collision term numerically. The two sides of (\ref{kelvin}) agreed to rounding error, although $S$ was far from symmetric. When a one-way circulation was added in the same sense among the states $k$ and among the states $-k$, they differed by 36\% of the norm of $\Pi$. That circulation breaks not only detailed balance but also the time-reversal condition $P_{kk'}=P_{-k',-k}$. Detailed balance is sufficient for (\ref{kelvin}) but not necessary: an elastic circulation that obeys the time-reversal condition gives $\Lambda_{kk'}=\Lambda_{-k',-k}$, and since $\alpha$ and $\beta$ are odd in $k$ the relation still holds.

A bath held in equilibrium leaves out phonon drag. The steps below use (\ref{kelvin}) but no other feature of the kinetic model, so they also apply to measured Seebeck tensors for which that relation holds.

\section{Heat released per unit volume}

An electron carries the energy $\varepsilon-\phi_{\rm el}$. The energy flux is therefore the heat flux plus $(\mu-\phi_{\rm el})$ times the particle flux $-j$, which is $q+\phi j$. In a steady state $\nabla\cdot j=0$, and the heat given to the surroundings per unit volume is
\begin{equation}
h=-\nabla\cdot(q+\phi j)=-\nabla\cdot q-j\cdot\nabla\phi=j\cdot\mathcal E-\nabla\cdot q .
\end{equation}
At uniform temperature $\mathcal E=\rho j$ and $q_i=TS_{ji}j_j$. In a homogeneous crystal $S$ does not depend on position, so
\begin{equation}
h=\rho_{ij}j_ij_j-TS_{ji}\partial_ij_j .
\label{density}
\end{equation}
The first term is Joule heat. The second is the Bridgman density $h_B$. At fixed temperature $j$ is proportional to $I$, so reversing the current reverses $h_B$ and leaves the Joule heat unchanged.

Take a uniaxial crystal that has a mirror plane containing the $c$ axis or a twofold axis normal to it, as a hexagonal close-packed metal does. Its tensors $S$ and $\rho$ are diagonal, and $S$ has entries $S_a,S_a,S_c$ along the orthogonal directions $a,b,c$. Without such a symmetry element an antisymmetric part $S_{ab}=-S_{ba}$ could remain. With diagonal $S$,
\begin{align}
h_B&=-T\left[S_a(\partial_aj_a+\partial_bj_b)+S_c\,\partial_cj_c\right]\nonumber\\
&=T(S_a-S_c)\,\partial_cj_c ,
\label{uniaxial}
\end{align}
where $\partial_aj_a+\partial_bj_b=-\partial_cj_c$ was used. The density vanishes where the current is uniform, and everywhere if $S$ is isotropic.

The physical content is that charge moving along $a$ carries heat $\Pi_a$ per unit charge, and charge moving along $c$ carries $\Pi_c$. Where current passes from one direction to the other, the difference is left behind or taken up, as at a junction of two materials.

\section{Total heat, including the walls}

At a side wall with outward normal $n$ no charge passes, so $n\cdot j=0$. The heat flux $n\cdot\Pi j$ can still be non-zero, because $\Pi j$ is not parallel to $j$ in general. In the isothermal arrangement this heat is handed over at the wall. Adding volume and wall contributions and using the divergence theorem,
\begin{align}
P_B&=-\int\nabla\cdot(\Pi j)\,dV+\int_{\rm walls}n\cdot\Pi j\,dA\nonumber\\
&=-\int_{\rm in}n\cdot\Pi j\,dA-\int_{\rm out}n\cdot\Pi j\,dA .
\end{align}
At the inlet $n=-\hat a$, and the first integral contributes $+\int\Pi_aj_a\,dA=\Pi_aI$. At the outlet $n=+\hat c$, and the second contributes $-\Pi_cI$. With $\Pi_a=TS_a$ and $\Pi_c=TS_c$ this is (\ref{total}).

The current density need not be uniform over either section, because $\Pi$ has no off-diagonal elements in the principal axes. Neither the conductivity nor the shape of the bend enters the total.

The same argument locates the net heat in an L-shaped bar whose walls are principal planes. Two sections across one arm carry the same heat flux, $\Pi_aI$ or $\Pi_cI$, so the net Bridgman heat between them is zero. The corner square, where the arms meet, therefore releases the whole of $P_B$ in net terms.

Two variants follow from the same balance.

\emph{Turn through an angle $\beta$.} Let the outlet arm be straight and point along $u$, at angle $\beta$ from $a$ in the $a$--$c$ plane, and take the outlet section where the current has become uniform. The heat carried out is $u\cdot\Pi u\,I=T(S_a\cos^2\beta+S_c\sin^2\beta)I$, so
\begin{equation}
P_B(\beta)=T(S_a-S_c)\sin^2\!\beta\;I .
\end{equation}
It is zero for no turn and equals (\ref{total}) for a right angle. A turn from $a$ to $b$ gives zero, since $S_b=S_a$.

\emph{Misaligned crystal.} Let both arms of the L be rotated by $\delta$ from the axes in the $a$--$c$ plane. The Seebeck coefficients along the arms are $S_a\cos^2\delta+S_c\sin^2\delta$ and $S_a\sin^2\delta+S_c\cos^2\delta$. Their difference is $(S_a-S_c)\cos2\delta$. The loss in the total is second order in $\delta$, and a tilt of $2^\circ$ costs $0.24\%$ of $P_B$. The local heat changes at first order. In an arm of length $\ell$ and width $w$ with uniform current, one side wall releases heat and the opposite wall absorbs as much, in size $(\ell/w)\sin\delta\cos\delta$ times $P_B$. For $\ell=4w$ and $2^\circ$ this is $0.14\,P_B$.

\section{A curved bend: why the walls matter}

Take a quarter ring of radii $r_1<r_2$ and thickness $t$ with isotropic conductivity but anisotropic $S$. Let $x$ lie along $a$ and $y$ along $c$. A potential linear in the polar angle $\theta$ satisfies Laplace's equation and drives no current through the curved walls. It gives
\begin{equation}
j=\frac Cr(-\sin\theta,\cos\theta),\qquad C=\frac{I}{t\ln(r_2/r_1)} .
\end{equation}
The current enters along $x$ at $\theta=-\pi/2$ and leaves along $y$ at $\theta=0$. From $j_y=Cx/r^2$ follows $\partial_yj_y=-2C\sin\theta\cos\theta/r^2$. Since $\int_{-\pi/2}^0\sin\theta\cos\theta\,d\theta=-\tfrac12$, the volume releases
\begin{equation}
T(S_a-S_c)\,t\int_{r_1}^{r_2}\frac{dr}{r}\,(-2C)\left(-\tfrac12\right)=T(S_a-S_c)I=P_B .
\end{equation}
On the outer wall $n=(\cos\theta,\sin\theta)$ and $n\cdot\Pi j=-(C/r)(\Pi_a-\Pi_c)\sin\theta\cos\theta$. Integrating over the area element $t\,r_2\,d\theta$ gives
\begin{equation}
P_{\rm outer}=\frac{Ct}{2}(\Pi_a-\Pi_c)=\frac{P_B}{2\ln(r_2/r_1)} .
\end{equation}
The inner wall has the opposite normal and gives $-P_{\rm outer}$.

For $r_2/r_1=2$ the outer wall releases $0.721\,P_B$ and the inner wall absorbs as much. Finite-difference divergences and wall integrals reproduce these values and the total. For a slender bend, $r_2/r_1\to1$, each wall term grows without limit while their sum stays zero. An implementation that keeps one wall and drops the other can thus be wrong by more than the effect itself.

\section{A reciprocal check by voltage}

The Bridgman density can be checked without calorimetry. Let the crystal carry no net current, and let its temperature be $T+\vartheta(r)$ with small $\vartheta$ that vanishes at the equipotential ends. Label this state 2, and label the isothermal state with current $I$ as 1. Because $\rho$ is diagonal in the principal axes, and hence symmetric,
\begin{equation}
\int j_1\cdot\rho j_2\,dV=\int j_2\cdot\rho j_1\,dV=-\int j_2\cdot\nabla\phi_1\,dV=0 .
\end{equation}
The last step uses $\nabla\cdot j_2=0$, the constant $\phi_1$ on each end and the zero net current of state 2. Substituting $\rho j_2=-\nabla\phi_2-S\nabla\vartheta$ on the left,
\begin{equation}
-\int j_1\cdot\nabla\phi_2\,dV=\int j_1\cdot S\nabla\vartheta\,dV .
\end{equation}
The left side is $I(\phi_{2,\rm in}-\phi_{2,\rm out})$. On the right, $j_1\cdot S\nabla\vartheta=(S^{\mathsf T}j_1)\cdot\nabla\vartheta$, and integration by parts with $TS^{\mathsf T}j_1=\Pi j_1$ gives
\begin{equation}
\phi_{2,\rm in}-\phi_{2,\rm out}=\frac1{TI}\left[\int h_B\vartheta\,dV+\int_{\rm walls}\vartheta\,n\cdot\Pi j_1\,dA\right].
\label{reciprocal}
\end{equation}
The open-circuit voltage is thus $S_a-S_c$ times a weighted sum of $\vartheta$, each weight being the local Bridgman heat divided by $P_B$. The weights add up to one, but they are negative where heat is absorbed, so warming only such a region reverses the sign of the voltage. If $\vartheta$ is constant wherever heat is released or absorbed, the voltage is $(S_a-S_c)\vartheta$.

Three L-shaped bars with $\rho_a/\rho_c=2$, $1/2$ and $1$ were solved with a warm bend and slanted temperature fronts at least two widths from it. The voltages were $0.9998$, $1.0002$ and $1.0000$ times $(S_a-S_c)\vartheta$. By (\ref{reciprocal}), a deviation measures the Bridgman density remaining where $\vartheta$ has begun to fall. For a Gaussian hot spot with its peak inside the corner square of the example below and a standard deviation of a quarter of the width, the solved voltage and the weighted heat map both gave $1.818\ \mu$V per kelvin of peak temperature with 24 cells per width. Their agreement tests the reciprocity, not the resolution: refining the grid lowers the value by about $0.5\%$, to $1.81\ \mu$V.

\section{Putting the term into a solver}

On a rectangular grid aligned with the axes, let $F_f$ be the current through face $f$, counted positive outward from a cell. The Bridgman heat of the cell is
\begin{equation}
Q_{\rm cell}=-\sum_f\Pi_fF_f ,
\end{equation}
where $\Pi_f$ is $\Pi_a$ or $\Pi_c$ according to the face normal. Summed over cells, interior faces cancel in pairs. The total is then $P_B$ on any such grid that conserves current. A correct total therefore says nothing about the resolution of the local map.

The map converges slowly near the re-entrant corner. Rescaling the axes makes the potential equation isotropic and keeps the corner's angle of $270^\circ$. The potential there varies as $r^{2/3}$, the current density as $r^{-1/3}$ and $h_B$ as $r^{-4/3}$. With $\theta$ measured from one wall in the rescaled plane, the leading term of $h_B$ is proportional to $r^{-4/3}\cos(4\theta/3)$, which changes sign and integrates to zero over $270^\circ$. The heat released and the heat absorbed within radius $r$ each scale as $r^{2/3}$, so they are finite but slow to resolve; in the net heat within $r$ these leading parts cancel.

In the example some regions absorb heat while the bar as a whole releases it. With $S_a>S_c$, (\ref{uniaxial}) gives cooling where $\partial_cj_c<0$. The absorbed part was $0.30\,P_B$ with 12 cells per width and $0.32\,P_B$ with 24. It is still rising at these resolutions; extrapolation with an error proportional to the cell size to the power $2/3$ gives about $0.35\,P_B$.

If the temperature is solved for, the full flux $q=\Pi j-\kappa\nabla T$ may be used instead of a source. Using both counts the Bridgman heat twice. For $T$-dependent $S$, inserting (\ref{laws}) in $h=j\cdot\mathcal E-\nabla\cdot q$ gives
\begin{equation}
h=j\cdot\rho j-TS_{ji}\partial_ij_j-T\frac{dS_{ji}}{dT}j_j\partial_iT+\nabla\cdot(\kappa\nabla T),
\end{equation}
because the terms $\pm S_{ji}j_j\partial_iT$ cancel. The third term is the Thomson heat.

\section{Worked example: an L-shaped microbar}

The bar is $1000$ nm wide and thick, with arms $4000$ nm long, and carries $0.20$ mA at $300$ K. The resistivities, $\rho_a=70$ and $\rho_c=35\ \mu\Omega$\,cm, are rough values for hexagonal yttrium. The Seebeck components $S_a=2.0$ and $S_c=-3.0\ \mu$V/K are illustrative choices of a size usual in metals, not yttrium data.

In the units of the algebra, $S_a-S_c=0.0580\,k_B/e$ and $k_BT=0.02585$ eV. The heat per elementary charge is
\begin{equation}
0.02585\ {\rm eV}\times0.0580=1.50\times10^{-3}\ {\rm eV}.
\end{equation}
This corresponds to $1.50$ mV, and
\begin{equation}
P_B=1.50\ {\rm mV}\times0.20\ {\rm mA}=0.30\ \mu{\rm W}.
\end{equation}
The bar has resistance $4.49\ \Omega$, so its Joule heat is $(0.20\ {\rm mA})^2\times4.49\ \Omega=0.18\ \mu$W. The two heats are equal at $1.50\ {\rm mV}/4.49\ \Omega=0.33$ mA. Below that current the Bridgman heat is the larger.

To size the departure from uniform temperature, the ends were held at $300$ K and the side walls insulated. The thermal conductivities, $10.5$ and $20.9$ W/(m\,K) along $a$ and $c$, are Wiedemann--Franz estimates without phonons. The mean temperature change of the corner square is $+0.0528$ K for current from $a$ to $c$ and $-0.0284$ K for the reverse. Half the difference, $0.041$ K, is the Bridgman part; half the sum, $0.012$ K, is the Joule part. Two arms conducting in parallel give for the first
\begin{equation}
\frac{4P_B}{(\kappa_a+\kappa_c)\,w}=\frac{4\times0.30\ \mu{\rm W}}{31.4\ {\rm W/(m\,K)}\times1000\ {\rm nm}}=0.038\ {\rm K},
\end{equation}
where $w$ is the width. This lies $6\%$ below the solved value; the estimate leaves out the thermal resistance of the corner.

A real yttrium bar differs from the model first in its Seebeck components: $P_B$ is proportional to their difference, and its sign follows theirs. Real bars are also not isothermal. Here the largest temperature change is $0.055$ K, or $1.8\times10^{-4}$ of $T$. If $S\propto T$ and the bend is warmer than the ends by $\Delta T$, the Thomson heats of the two arms are $-S_aI\,\Delta T$ and $+S_cI\,\Delta T$. Their sum is $-(S_a-S_c)I\,\Delta T$, in size $\Delta T/T\approx2\times10^{-4}$ of $P_B$. The value $1.1\times10^{-4}$ in the numerical output counts the $c$ arm alone and is not an upper limit. The Bridgman part of the temperature change, $0.041$ K at the bend, adds a Seebeck voltage of about $5\ \mu{\rm V/K}\times0.041\ {\rm K}=0.2\ \mu$V. This raises the apparent resistance by about $2.3\times10^{-4}$ of its value. The ratio $S^2/L$ in the numerical output, with $L$ the Lorenz number, gives only the order of magnitude of this feedback. A free-electron estimate of the mean free path gives $1.8$ nm, far below the width, so local transport laws are adequate for the bar as a whole. They fail within a few mean free paths of the re-entrant corner, and the heat map should not be trusted there. The current's own magnetic field produces a Hall angle near $10^{-8}$. Among the effects on the total Bridgman heat sized here, a misalignment of $2^\circ$ matters most. The numerical output lists the remaining values.

\section*{Computed values}
\begin{verbatim}
Kelvin mismatch, detailed balance: 2.7e-15 (relative)
Kelvin mismatch, balance broken: 0.363 (relative)
asymmetry of S in that test: 0.524 (relative)
temperature T: 300 K
Seebeck S_a, S_c (chosen): 2.0, -3.0 uV/K
resistivity a, c (rough): 70, 35 uOhm cm
width and thickness: 1000 nm
arm length: 4000 nm
current I: 0.20 mA
k_B T: 0.02585 eV
S_a - S_c: 0.05802 k_B/e
T(S_a - S_c): 1.500e-03 eV per elementary charge
Bridgman heat P_B: 0.3000 uW
curved bend r2/r1: 2.0
curved bend volume heat: 1.00000 P_B
curved bend outer wall: 0.72135 P_B
curved bend inner wall: -0.72135 P_B
curved bend total: 1.00000 P_B
warm-bend V/((S_a-S_c)theta), rho_a/rho_c=2: 0.99977
warm-bend V/((S_a-S_c)theta), rho_a/rho_c=1/2: 1.00023
warm-bend V/((S_a-S_c)theta), rho_a/rho_c=1: 1.00000
hot-spot voltage, solved: 1.81798 uV per K
hot-spot voltage, heat map: 1.81798 uV per K
local cooling, 12 cells per width: 0.297 P_B
local cooling, 24 cells per width: 0.318 P_B
resistance of the bar: 4.490 Ohm
Joule heat of the bar: 0.1796 uW
current where Joule = Bridgman: 0.334 mA
electronic kappa a, c: 10.5, 20.9 W/(m K)
mean bend temperature rise, a to c: 0.0528 K
mean bend temperature rise, c to a: -0.0284 K
half difference (Bridgman part): 0.0406 K
two-arm estimate of that part: 0.0382 K
largest temperature change: 0.0548 K
largest temperature change / T: 1.8e-04
Thomson heat / P_B, at most about: 1.1e-04
thermoelectric feedback S^2/L: 3.7e-04
loss for 2 degree tilt: 2.44e-03
electron density (rough): 0.091 per A^3
mean free path (free-electron estimate): 1.8 nm
magnetic field of the current: 8.0e-05 T
Hall angle in that field: 1.6e-08 rad
\end{verbatim}
